Proton stopping in silicon from Mermin oscillators and core oscillator strengths

Two fits to the same computed loss spectrum of silicon disagree about how many electrons the crystal has. The first follows the curve from 0.5 to 60 eV with a root-mean-square error of 0.6% of the peak height, and contains 4.23 valence electrons per atom. The second is three times worse, at 1.7%, and contains 4.00. Silicon has four. For proton stopping the second fit is the one to use, because a fast proton's energy loss is proportional to the electron count and depends on the spectrum's shape through a logarithm.

Algebra is in atomic units (ħ = m = e = 1), with time factor exp(−iωt). One atomic unit of stopping is 27.21 eV/0.5292 Å = 51.42 eV/Å.

**Energy loss as a double integral**

Let a bare unit charge move on a straight line with velocity v through an isotropic medium of dielectric function ε(q,ω). Its response is taken to be linear. The induced potential is

φ(r,t) = ∫ d³q/(2π)³ (4π/q²) [1/ε(q,q·v) − 1] exp[iq·(r−vt)].

The force on the proton is −∇φ at r = vt. The stopping S, energy lost per length, is minus its component along v:

S = ∫ d³q/(2π)³ (4π/q²) i (q·v/v) [1/ε(q,q·v) − 1].

Reality of the response makes Re(1/ε) even and Im(1/ε) odd in ω. The factor q·v is odd, so the imaginary part survives, and i·i Im(1/ε) = Im(−1/ε). Put d³q = 2πq² dq dμ and ω = qvμ, so dμ = dω/(qv). The integrand is even in ω, which doubles the positive half:

S = (2/πv²) ∫ dq/q ∫₀^{qv} ω Im[−1/ε(q,ω)] dω. (1)

The limit ω < qv says that μ cannot exceed 1. Proton recoil q²/2M has been dropped because M is 1836 electron masses.

**Two sums that fix two oscillators**

For a causal response,

Re[1/ε(ω)] − 1 = (2/π) P∫₀^∞ ω′ Im[1/ε(ω′)]/(ω′²−ω²) dω′.

At very high ω the electrons respond as free ones, 1/ε − 1 → ω_p²/ω², with ω_p² = 4π times the electron density. The right side tends to (2/πω²)∫ω′ Im(−1/ε)dω′. Hence

∫₀^∞ ω Im(−1/ε) dω = (π/2) ω_p². (2)

At ω = 0 the same relation gives

∫₀^∞ Im(−1/ε) dω/ω = (π/2)[1 − 1/ε(0)]. (3)

Model the spectrum as a sum, with weights A_i, of loss functions of damped electron gases, ε_i = 1 − ω_i²/[ω(ω+iγ_i)]. Then

−1/ε_i = −(ω²+iγ_iω)/(ω²−ω_i²+iγ_iω).

Multiplying above and below by the conjugate denominator, the imaginary numerator is −γ_iω(ω²−ω_i²) + γ_iω³ = γ_iωω_i². So

Im(−1/ε_i) = γ_iωω_i²/[(ω²−ω_i²)² + γ_i²ω²]. (4)

Each such gas obeys (2) with ω_i² and (3) with 1/ε_i(0) = 0. The sum therefore needs

ΣA_iω_i² = ω_p², ΣA_i = 1 − 1/ε(0). (5)

Now a case small enough for the hand. Four electrons per silicon atom at lattice constant 5.431 Å give ω_p = 16.60 eV, and the band model described below has 1 − 1/ε(0) = 0.9127. Take two oscillators at 18.14 and 15.32 eV. Equations (5) leave no freedom in the weights:

A₁ = (16.60² − 0.9127×15.32²)/(18.14² − 15.32²) = 61.3/94.4 = 0.650,

A₂ = 0.9127 − 0.650 = 0.263.

**The stopping of this small model**

At a given q between certain limits, the excitations all lie below qv and the inner integral in (1) is the full sum, (π/2)ω_p². The lower limit for an excitation of energy ω is q = ω/v. At large q an electron recoils as if free, with energy q²/2, and q²/2 < qv requires q < 2v. For a sharp line the q integral is then ln[2v/(ω/v)]. Averaging over lines, for v well above the electrons' own speeds,

S = (ω_p²/v²) ln(2v²/I), (6)

where ln I is the average of ln ω with weight ω Im(−1/ε).

The two oscillators carry shares A_iω_i²/ω_p² = 0.776 and 0.224. Without damping, ln I = 0.776 ln 18.14 + 0.224 ln 15.32 = 2.860 with energies in eV, so I = 17.5 eV.

Damping raises this. With x = ω/ω_i and g = γ_i/ω_i, the normalized weight from (4) is

(2/π) g dx/[(x−1/x)² + g²].

Fold the part x < 1 onto x > 1 by x → 1/x, which reverses the sign of ln x and turns dx into dx/x²:

⟨ln x⟩ = (2g/π) ∫₁^∞ ln x (1−1/x²)/[(x−1/x)²+g²] dx.

To first order in g, drop g² in the denominator. The integrand becomes ln x/(x²−1). With y = 1/x the integral is

∫₀¹ (−ln y)/(1−y²) dy = Σ_{k≥0} 1/(2k+1)² = π²/8,

by expanding 1/(1−y²) in even powers. Thus ⟨ln x⟩ = πg/4. The widths are 2.38 and 4.63 eV, so g is 0.131 and 0.302, and the average shift is 0.776×0.103 + 0.224×0.237 = 0.133. This gives I = 17.5 exp(0.133) = 20.0 eV; numerical integration of the full line shapes gives 19.8 eV. The target spectrum itself has I = 18.8 eV, because its tail above 30 eV is weaker than the pair's. In (6) this makes the pair's valence loss too low by about 1% at 1 MeV and 2% at 100 keV. The first fit, with its own count and I, makes it too high by 4% and 3%.

For a 1 MeV proton v = 6.327, v² = 40.0 and 2v² = 2179 eV. Equation (6) gives

S = (0.610²/40.0) ln(2179/19.8) × 51.42 = 2.25 eV/Å.

The full integral (1) with the momentum-dependent response derived below gives 2.24 eV/Å. The count enters (6) as a factor: 4.23 electrons instead of 4 would add 5.8% to the valence loss at fixed I.

**Where the optical spectrum comes from**

The target is computed, not measured. Silicon's bands come from the Cohen-Bergstresser empirical pseudopotential, with form factors −0.21, 0.04 and 0.08 Ry at squared reciprocal vectors 3, 8 and 11 in units of (2π/a)². Plane waves reach squared length 24, on a shifted 8×8×8 mesh.

A light field along x gives a transition from valence state v to conduction state c the strength 2ω_cv|x_cv|². For a local potential x_cv = p_cv/(iω_cv) up to a sign, so the direction average is

f_cv = (2/3)|p_cv|²/ω_cv.

With f averaged per valence electron,

ε(ω) = 1 + ω_p² Σf_cv/(ω_cv² − ω² − iΓω), Γ = 1.0 eV.

This is the random-phase approximation without local fields or excitons. It gives ε(0) = 11.46, an indirect gap of 0.82 eV and a loss peak near 18.2 eV. More plane waves or a finer mesh move ε(0) by up to 0.03, the peak by up to 0.1 eV and its height by up to about 0.15; a coarser 6×6×6 mesh raises ε(0) by 0.06. The broadening Γ is a choice: halving it raises the height of the loss peak from 5.2 to 6.3 and lowers the target's I from 18.8 to 18.4 eV. The strengths sum to 3.996 electrons. Integrating the loss function by (2) gives 3.995, although that integral involves 1/ε rather than ε.

The fit minimizes squared deviations, starting from four oscillators. In the constrained fit the relative errors of both sums in (5) enter as two further, heavily weighted deviations. It starts from the result of the free fit, in which two weights have already fallen to zero. They stay there, and the survivors are the pair used above. This is a local minimum: other starting values give four oscillators that obey (5) with an error of about 0.55% of the peak height. The constraint therefore does not by itself force a poor fit. By (6), the better fit changes the valence loss by less than 1% at 100 keV and 1 MeV, so the simpler pair is kept. The free fit is a local minimum too: other starting values reach an error of 0.26% with 4.13 electrons, so the size of the miscount depends on the start.

The free fit can miscount partly because it cannot see past 60 eV. Far above resonance ω times (4) is γ_iω_i²/ω², whose integral beyond Ω is γ_iω_i²/Ω, a fraction 2γ_i/(πΩ) of the oscillator. By this estimate even the constrained pair puts about 3% of its strength, 0.12 electrons (0.13 by full integration), beyond 60 eV, where the target has only 0.05. The free fit, which also ends as two narrow oscillators, has 0.14 there. Its surplus of 0.23 over the target divides into 0.09 beyond 60 eV, 0.08 between 30 and 60 eV, and 0.06 below 30 eV. Between 30 and 60 eV the loss is weak, so squared deviations count for little. The pair reaches the right total by compensation: against the target it holds 0.13 electrons too few below 30 eV and 0.14 too many above.

**Finite momentum transfer**

Each oscillator is now treated as an electron gas of density ω_i²/4π, hence Fermi momentum k_F = (3πω_i²/4)^{1/3}. Its density response without damping, at complex frequency Ω, is

χ = 2∫ d³k/(2π)³ (f_k − f_{k+q})/(Ω + E_k − E_{k+q}),

with f_k the occupation and E_k = k²/2. Relabelling the second term to put both on the filled sphere,

χ = 2∫_{k<k_F} d³k/(2π)³ [1/(Ω−q²/2−q·k) − 1/(Ω+q²/2+q·k)].

Let k_F s be the component of k along q. The slice at s has area πk_F²(1−s²). Define u = Ω/(qk_F) and z = q/(2k_F). The denominators are qk_F(u−z−s) and qk_F(u+z+s); in the second, replace s by −s. With ε_L − 1 = −4πχ/q²,

ε_L − 1 = −(k_F²/πq³)[H(u−z) − H(u+z)],

H(x) = ∫₋₁¹ (1−s²)/(x−s) ds.

Write 1−s² = (1−x²) + (x−s)(x+s). Then H(x) = g(x) + 2x, where

g(x) = (1−x²) ln[(x+1)/(x−1)].

The linear terms give −4z, g is odd, and q = 2k_F z, so

ε_L − 1 = {1/2 + [g(z−u)+g(z+u)]/(8z)}/(πk_F z²). (7)

Replacing ω by ω+iγ in (7) would damp the motion but also destroy electrons locally. Mermin's remedy is to relax towards a local equilibrium that has the actual density. Write Δ = E_k − E_{k+q}, F = f_k − f_{k+q}, φ for the driving potential and Ω = ω+iγ. The linear equation for the density-matrix element δρ is

(Ω+Δ)δρ = Fφ + iγ δρ_loc.

The local equilibrium is the static response to some potential φ′, so δρ_loc = Fφ′/Δ. Since

1/[Δ(Ω+Δ)] = (1/Ω)[1/Δ − 1/(Ω+Δ)],

summing over k gives the density change

δn = χφ + (iγ/Ω)(χ_s − χ)φ′,

where χ is taken at Ω and χ_s at zero frequency. Conservation requires δn = χ_sφ′. Eliminating φ′ and multiplying by Ω,

δn(ω + iγχ/χ_s) = (ω+iγ)χφ.

Because ε−1 is proportional to the response,

ε_M − 1 = (1+iγ/ω)(ε_L−1)/{1 + (iγ/ω)(ε_L−1)/[ε_L(q,0)−1]}. (8)

Two limits justify its use here. When Ω is large, the bracket in χ is 2(q²/2+q·k)/Ω² to leading order. The q·k part averages to zero, leaving χ → (density) q²/Ω², or ε_L − 1 → −ω_i²/Ω². The same form holds at fixed Ω as q → 0. In both limits χ/χ_s → 0, and (8) becomes −ω_i²/[ω(ω+iγ)]. So the optical fit is recovered at q = 0, and by the argument leading to (2) the electron count is kept at each q. Integrating the fitted loss function numerically at six momenta from 0.19 to 15.1 Å⁻¹ gives 4.000 each time.

**Inner shells**

The core orbitals come from a self-consistent spherical silicon atom with local-density exchange and no correlation. Its binding energies are 94 eV (2p), 137 eV (2s) and 1772 eV (1s). Initial and final states share one local potential, which matters for the following sum. For F_n = ⟨n|exp(iqz)|0⟩ and excitation energy ω_n, define the generalized oscillator strength

f_n(q) = 2ω_n|F_n|²/q².

The commutator of the Hamiltonian with exp(iqz) comes from the kinetic energy alone and equals exp(iqz)(qp_z + q²/2). Therefore

Σω_n|F_n|² = ⟨exp(−iqz)[H,exp(iqz)]⟩ = q⟨p_z⟩ + q²/2 = q²/2,

since ⟨p_z⟩ = 0 in a bound state averaged over orientations. Hence Σf_n = 1 per electron at each q, if all final states are kept.

At core energies ε is taken close to 1, so Im(−1/ε) ≈ Im ε. This neglects the screening between core and valence electrons, which, when the core polarization is simply added to the valence dielectric function, lowers the total stopping by about 2.7% at 100 keV and 1% at 1 MeV. For n atoms per volume with N_i electrons in shell i,

ω Im ε = 2π²n ΣN_i f_n δ(ω−ω_n),

which has the prefactor (2) demands, (π/2)·4πnN_i. Inserting it in (1), a line contributes for q > ω_n/v:

S_core = (4πn/v²) ΣN_i Σ_n ∫_{ω_n/v}^∞ f_n(q) dq/q. (9)

The strengths are computed by expanding exp(iqz) in spherical Bessel functions and diagonalizing the radial Hamiltonian in a finite-element basis inside a 12-bohr sphere. This replaces the continuum by discrete levels, with partial waves up to l = 36. For a given partial wave the levels are roughly 20 eV apart at 100 eV above threshold, so the sums over them, not the single levels, carry meaning. Changing the radial basis and momentum grid, with a 14-bohr sphere and partial waves up to l = 42, moves the L-shell losses tabulated below by about 0.005 eV/Å at most and the K-shell losses by about 0.001 eV/Å, as tested at 100 keV and 1 MeV.

**Why the ledger does not read fourteen**

A core electron cannot jump into a filled state. For two full shells the forbidden upward and downward transitions have opposite ω and equal total |F|², so they cancel in the sum over the core. Jumps from the core into occupied valence states have no partner within the core. They remove

D(q) = ΣN_i[f(i→3s) + f(i→3p)/3],

where the third is the filled fraction of the atomic 3p shell. The atom's valence orbitals stand in here for the crystal's bands, and the result depends on how they are filled: with one 3s and three 3p electrons, closer to the bonded crystal, D at small q would be about 0.10 instead of 0.15 (0.11 if the atom is solved again with that filling). The core then holds 10 − D. A true valence shell would hold 4 + D, because its forbidden falls into the core carry negative strength. A pseudopotential has no core states to fall into, and its valence shell holds 4. The total is 14 − D:

q (Å⁻¹) | core | total | D
0.19 | 9.852 | 13.852 | 0.148
1.85 | 9.875 | 13.875 | 0.125
3.89 | 9.915 | 13.915 | 0.085
15.1 | 9.993 | 13.994 | 0.007

The shortfall fades at large q, where a struck electron ends far above the valence states. Giving the valence part its missing share by the factor 1 + D/4, with D at its small-q value, would raise the total stopping by 3.3% at 100 keV and 2.0% at 1 MeV. This is a rough estimate, since it assigns the missing strength to valence energies and ignores its fall with q. With D = 0.10 the two figures would be about 2.3% and 1.4%.

**Protons from 100 keV to 2 MeV**

Equation (1) with (8), and equation (9), give by numerical quadrature, in eV/Å:

keV | valence | L shell | K shell | total
100 | 10.63 | 1.26 | 0.000 | 11.89
200 | 7.20 | 1.86 | 0.001 | 9.06
500 | 3.80 | 2.14 | 0.005 | 5.95
1000 | 2.24 | 1.82 | 0.015 | 4.08
2000 | 1.29 | 1.32 | 0.028 | 2.63

At 1 MeV the total is 40.8 eV/nm. The valence loss falls steadily, but the L-shell loss first rises: more of its excitations become reachable before the factor 1/v² wins. Core electrons supply 11% of the loss at 100 keV and 45% at 1 MeV.

A single logarithm for all 14 electrons uses the mean excitation energy of the whole atom, here 153 eV. It gives 2.80 eV/Å at 2 MeV, 6% above the full result, and 5.89 eV/Å at 100 keV, half of it. At 100 keV 2v² is only 218 eV. The core's own mean excitation energy, from the numbers above, is about 350 eV, so the formula assigns the core a negative loss. Equation (9) cannot do so, because each allowed term is positive. For the valence electrons alone, (6) gives 11.5 eV/Å at 100 keV against 10.6. The logarithm neglects the electrons' own motion, which is no longer slow compared with v = 2.0.

**Limits of the model and real silicon**

Equation (1) is of second order in the proton's charge. During a collision at distance b an electron receives a momentum of order 1/(bv) in a time b/v, and so moves by about 1/v². At the largest effective distance, b ≈ v/I, this is a fraction I/v³ of b. With the valence I, that scale of the next-order, or Barkas, term is 9% at 100 keV and 0.3% at 1 MeV; its coefficient was not computed and may be well above one. Bloch's correction for close collisions, a known result used here without derivation, changes the logarithm per electron by −y²Σ_{m≥1}1/[m(m²+y²)], with y = 1/v. Applied to electrons slower than the proton, it lowers the total by 10% at 100 keV and 1% at 1 MeV. At 100 keV corrections of 10% or more are therefore possible, and the entry there is a rough estimate. At lower energies electron capture also makes the bare charge a poor assumption.

The example covers energies of proton implants used for layer transfer, roughly 100 keV, and for carrier-lifetime control, roughly 1 MeV. Measured stopping at 1 MeV is roughly 4 eV/Å, close to the model. Its ingredients are less close. The measured plasmon peak lies near 17 eV, more than 1 eV below the target's, and the usual mean excitation energy is roughly 170 eV rather than 153. In the single logarithm that last difference alone lowers the 1 MeV loss by 4%. Only a small part of it, about 3 eV, comes from the atom's shallow L-shell levels: the real 2p edge is near 100 eV. Raising all L-shell energies by the 6 eV difference in the limit of (9), with strengths held fixed, lowers the total by 0.9% at 1 MeV.

The model also assumes a random direction, which need not hold in a wafer. A proton steered along a crystal channel avoids many core collisions, and at 1 MeV the core supplies 45% of the loss in the model. The valence loss changes too, because the valence density is uneven. The actual reduction depends on the trajectory and is not given by this model.
